Chebyshev collocation for convection onset in a heated gas layer

**Definitions and conventions**

A gas layer of height d lies between two horizontal rigid plates. The lower plate is hotter by ΔT, and both plates hold their temperatures fixed. Let g be gravity, β the thermal expansion coefficient, ν the kinematic viscosity and κ the thermal diffusivity. Two numbers describe the layer:

Ra = gβΔT d³/(νκ), Pr = ν/κ.

The Rayleigh number Ra compares buoyancy with the two diffusive processes that oppose it. Lengths are measured in d, times in d²/κ, velocities in κ/d and temperatures in ΔT. The height z runs from 0 to 1, D means d/dz, and a is the horizontal wavenumber times d. The problem is classical and dimensionless, so no atomic units enter.

The layer is first taken as unbounded sideways and as a Boussinesq fluid: density varies in the buoyancy term alone, and all other properties are constant. The result is that the resting layer is linearly stable below Ra = 1708 and unstable above it, with the first growing disturbance at a = 3.12. "Linearly" means against infinitesimal disturbances.

**From the gas equations to two amplitudes**

At rest the temperature is 1 − z plus a constant. Let θ be the departure from it, u the velocity and w its vertical part. To first order in the disturbance,

∂u/∂t = −∇p + Pr ∇²u + Pr Ra θ e_z, ∇·u = 0,
∂θ/∂t = w + ∇²θ.

The term +w arises because rising gas carries heat up a profile of slope −1. The divergence of the momentum equation gives ∇²p = Pr Ra ∂θ/∂z. Applying ∇² to its vertical component and inserting this removes the pressure. The two z-derivatives of θ cancel, leaving

∂(∇²w)/∂t = Pr ∇⁴w + Pr Ra (∂²/∂x² + ∂²/∂y²)θ.

For a roll, w = W(z) exp(σt + iax) and θ = Θ(z) exp(σt + iax). With L = D² − a²,

σLW = Pr(L²W − a²Ra Θ), (1)
σΘ = LΘ + W. (2)

Fixed plate temperatures give Θ = 0. Rigid plates give W = 0 and no horizontal velocity; continuity then gives DW = 0.

**Why onset may be sought at σ = 0**

Define four positive integrals over the layer:

I₁ = ∫(|DW|² + a²|W|²), I₂ = ∫|LW|²,
J₀ = ∫|Θ|², J₁ = ∫(|DΘ|² + a²|Θ|²).

Multiply (1) by W* and integrate by parts. The plate conditions remove every boundary term, so ∫W*LW = −I₁ and ∫W*L²W = I₂. Hence

σI₁/Pr + I₂ = a²Ra ∫W*Θ.

Multiplying the conjugate of (2) by Θ gives ∫W*Θ = σ*J₀ + J₁. Together,

σI₁/Pr + I₂ = a²Ra(σ*J₀ + J₁).

The imaginary part is Im σ (I₁/Pr + a²Ra J₀) = 0. For Ra > 0 the bracket is positive, so σ is real: disturbances grow or decay without oscillating. For heating from above, Ra < 0, the bracket can vanish and waves are possible. The real part, Re σ (I₁/Pr − a²Ra J₀) = −I₂ + a²Ra J₁, then shows that they are damped.

It remains to show that σ crosses zero once. Put Θ = φ/(a√Ra). Equations (1) and (2) become a symmetric pair,

−σLW/Pr = −L²W + a√Ra φ, σφ = Lφ + a√Ra W,

so the largest growth rate is the maximum over real W and φ of

[−I₂ − J₁(φ) + 2a√Ra ∫Wφ] / [I₁/Pr + J₀(φ)].

At the maximum ∫Wφ cannot be negative, since changing the sign of φ would raise the quotient. Increasing Ra therefore never lowers the largest σ. When σ = 0 the numerator vanishes, which requires ∫Wφ > 0, and there σ rises strictly. It is negative for small Ra and positive for large Ra, so it crosses zero once, at a value Ra(a). The vanishing numerator does not contain Pr, so neither does Ra(a). The critical value Ra_c is the minimum of Ra(a).

**One node, by hand**

At σ = 0 the equations are

L²W = a²Ra Θ, −LΘ = W. (3)

Collocation replaces each function by a polynomial and demands the equations at chosen points. Take one point, the mid-plane. Let x = 2z − 1, so the plates are at x = ±1 and D = 2 d/dx.

The simplest polynomial that vanishes at both plates is Θ = Θ₀(1 − x²). At x = 0 its second x-derivative is −2Θ₀, so D²Θ = −8Θ₀. The second equation of (3) becomes

(8 + a²)Θ₀ = W₀.

W must also have zero slope at the plates, so the fourth derivative uses W = W₀(1 − x²)² = W₀(1 − 2x² + x⁴). Its fourth x-derivative is 24W₀, so D⁴W = 16 × 24W₀ = 384W₀. For D²W we use the simpler polynomial again, giving −8W₀, so that one second-derivative rule serves both fields. Then L² = D⁴ − 2a²D² + a⁴ gives

(384 + 16a² + a⁴)W₀ = a²Ra Θ₀.

Eliminate Θ₀ and write s = a²:

Ra = (s² + 16s + 384)(s + 8)/s = s² + 24s + 512 + 3072/s.

The derivative vanishes when 2s + 24 = 3072/s², or s³ + 12s² = 1536. The positive root is s ≈ 8.63, so a ≈ 2.94 and

Ra ≈ 74 + 207 + 512 + 356 ≈ 1150.

This is 33 % below 1708, but the shape is right. For a given vertical velocity, continuity makes the horizontal velocity of wide rolls, and with it the friction, grow as 1/a, while the buoyancy torque falls as a; hence the 1/a² rise. Narrow rolls lose heat and momentum sideways, hence the a⁴ rise. The optimum lies between.

Had the clamped polynomial been used for D²W as well, its value would have been −16W₀, and the same steps would give Ra ≈ 1406 at a ≈ 2.73. The two choices differ because one node cannot tell the polynomials apart. More nodes must remove the ambiguity.

**The general method**

Take the N + 1 points x_j = cos(πj/N), j = 0 … N. Through values f_j passes one polynomial of degree at most N. Its derivative at x_i is Σ_j D_ij f_j, where D_ij is now the slope at x_i of the polynomial that equals 1 at x_j and 0 at the other points. With ω(x) = Π_k(x − x_k), that polynomial is ω(x)/[ω′(x_j)(x − x_j)], so for i ≠ j

D_ij = ω′(x_i)/[ω′(x_j)(x_i − x_j)].

With x = cos t, ω is proportional to sin t sin Nt, which is a polynomial of degree N + 1 vanishing at all the points. Differentiating with dx = −sin t dt,

ω′ ∝ −(cos t sin Nt + N sin t cos Nt)/sin t.

At interior points sin Nt = 0 and this is −N(−1)^j. At the two ends the first term contributes an equal amount, and the value doubles. Thus

D_ij = (c_i/c_j)(−1)^(i+j)/(x_i − x_j), c = 2 at the ends, 1 inside.

The derivative of a constant is zero, so each row sums to zero: D_ii = −Σ_(j≠i) D_ij.

For a field that vanishes at the plates, form the matrix square of D, delete the first and last rows and columns, and multiply by 4 to pass from x to z. Call the result A₂.

For the clamped field write W = (1 − x²)q with q(±1) = 0. Then W and its slope both vanish at the plates. The product rule gives

d⁴W/dx⁴ = (1 − x²)q⁗ + 4(−2x)q‴ + 6(−2)q″
= (1 − x²)q⁗ − 8xq‴ − 12q″.

The derivatives of q come from powers of D, and q_j = W_j/(1 − x_j²) at interior points. Multiplication by 16 gives the matrix A₄. For N = 2 these rules return the hand values A₂ = −8 and A₄ = 384.

With I the unit matrix, the algorithm is:

1. Form L = A₂ − a²I and K = A₄ − 2a²A₂ + a⁴I.
2. Find the largest eigenvalue of a²K⁻¹(−L)⁻¹. By (3) it equals 1/Ra(a).
3. Minimize Ra(a) over a.

With N = 20 this gives Ra_c = 1707.762 at a = 3.1163. Away from the minimum, Ra(2.5) = 1822, Ra(3.0) = 1711 and Ra(3.5) = 1742. The valley is flat: near the minimum a small error in a changes Ra only in second order. At the critical a the next marginal value is 24988, far above the first.

**An independent solution**

Applying L to the first equation of (3) and using the second gives L³W = −a²Ra W. Solutions even about the mid-plane are sums of three terms cosh[q(z − ½)], with q² = a² + λ and λ³ = −a²Ra. Put Λ = (a²Ra)^(1/3). The roots are λ = −Λ and λ = Λ exp(±iπ/3).

At the plate W = 0, DW = 0 and, since Θ = 0, L²W = 0. Dividing each column by its cosh, the three conditions have a nonzero solution if the determinant with rows

1; q tanh(q/2); λ²

vanishes. For λ = −Λ write q = ik with k² = Λ − a²; then q tanh(q/2) = −k tan(k/2). Let Q be the value of q tanh(q/2) for λ = Λ exp(iπ/3); the third column is the conjugate of the second. Expanding the determinant leaves one real equation,

−k tan(k/2) = Re Q + √3 Im Q.

Its root, minimized over a, is again 1707.762 at 3.1163. This solution uses no grid. It covers even modes alone, whereas collocation admits both parities and finds the same minimum, so no odd mode comes first.

At the critical a, the absolute error of the collocation Ra is 0.23 for N = 6, 0.002 for N = 8 and 4 × 10⁻⁷ for N = 10. Five interior points already give 1708 to about one part in 7000.

The time-dependent equations agree as well. For Pr = 0.7 the largest growth rate is −0.01135 at 0.999 Ra_c and +0.01135 at 1.001 Ra_c, in units of κ/d².

**A deposition channel**

Consider a horizontal cold-wall channel for vapour deposition with nitrogen as carrier gas. The values are rough and chosen for illustration: height 20 mm, width 200 mm, heated length 300 mm, susceptor 900 K below, ceiling 500 K above, mean gas speed 50 mm/s and Pr = 0.7.

The mid-temperature is T_m = 700 K. For an ideal gas β = 1/T_m, so βΔT = 400/700 = 0.5714, called ε below. The viscosity is taken as 1.80 × 10⁻⁵ Pa s at 300 K, growing as T^0.7, which gives 3.257 × 10⁻⁵ Pa s at 700 K. Dividing by the density at 760 Torr gives ν = 66.8 mm²/s. Since κ = ν/Pr,

Ra = gε d³Pr/ν² = 9807 × 0.5714 × 20³ × 0.7/66.8² ≈ 7030,

or 7028 with unrounded inputs. This is four times the threshold. Because ν is inversely proportional to pressure, Ra grows as p²d³. At fixed height and temperatures the onset pressure is

p_c = 760 √(1707.8/7028) ≈ 375 Torr (50 kPa).

At 100 Torr, Ra is 122 and the layer is well inside the stable range. At a fixed 760 Torr, the greatest stable height is 20 (1707.8/7028)^(1/3) ≈ 12.5 mm. A pair of counter-rotating rolls at onset is 2πd/a ≈ 40 mm wide.

At 760 Torr and the critical wavenumber, a roll along the flow grows by a factor e in 0.18 s, while the gas stays over the susceptor for 300/50 = 6 s. The instability has time to develop.

**What the Boussinesq layer leaves out**

*Property variation.* With ε = 0.57 the Boussinesq assumption looks poor. The steady disturbance was therefore also computed with density ∝ 1/T, and viscosity and conductivity ∝ T^0.7. Sound is excluded; Pr and the heat capacity are constant. If heating and gravity are both reversed, the same layer is seen upside down, while Ra based on mid-temperature properties is unchanged. The shift of Ra_c is therefore even in ε and, being smooth, starts as ε². The computed shifts are −0.53 at ε = 0.1 and −2.11 at ε = 0.2, a ratio of 4.0. At ε = 0.57 the threshold is 1690.7, a shift of only −1.0 %. Evaluating the properties at the temperature of either plate would instead add a shift of first order in ε.

*Through-flow.* A parallel flow U(z) along x adds U∂/∂x to the time derivative and a term wU′ to the x-momentum. Rolls with axes along the flow do not vary with x, and the extra term drives only their x-velocity, so their threshold is unchanged. For rolls across the flow, eliminating the pressure as before turns σLW in (1) into (σ + iaU)LW − iaU″W, and σΘ in (2) into (σ + iaU)Θ. With the parabolic profile at p_c, where Ud/ν = 7.4 for the mean speed, their threshold is 1757.5, or 2.9 % higher. Of these two orientations the rolls along the flow appear first when the layer is unbounded sideways.

*Side walls.* In a closed cross-section of width Γ = 10 heights, with rigid side walls held at the conduction profile, rolls along the flow start at Ra = 1732.9, a shift of +1.47 %. A simple estimate explains the size. The roll amplitude must vanish at the walls, roughly as cos(πy/Γ), where y is measured from the centre. This mixes in wavenumbers a ± π/Γ. Expanding Ra(a) about its minimum gives a relative shift ξ²π²/Γ² with ξ² = Ra″/(2Ra_c) = 0.148, or 1.46 %. Insulating side walls give a smaller shift, about +1.2 %. Side walls barely affect rolls across the channel when the gas is at rest, so in a channel of finite width the order of the two orientations depends on the flow. At Γ = 10 the rolls across the flow start near Ra = 1765 at 50 mm/s, after the rolls along it, but near 1723 at 25 mm/s, before them.

*Precursor.* Let a heavy precursor of 150 g/mol be held at mole fraction 0.001 at the ceiling and be fully consumed at the susceptor; thermal diffusion and gaseous reaction products are neglected. The gas below is then lighter by a fraction 0.001 × (150/28 − 1) = 0.0044, which is s = 0.0076 of the thermal density difference. In a steady disturbance the composition obeys the same equation and plate conditions as Θ, with its diffusion term divided by Le, the ratio of κ to the precursor diffusivity. Its amplitude is thus Le Θ, and onset requires Ra(1 + s Le) = Ra_c. For Le = 2 the thermal threshold falls by 1.5 %.

*Slip and compression.* At p_c the mean free path is 2 × 10⁻⁵ of the height, and the adiabatic temperature difference across the layer is 2 × 10⁻⁴ K against 400 K. Both are negligible here.

Since Ra ∝ p², a small shift of the lowest threshold moves the onset pressure by half its percentage; property variation alone changes 374.6 to 372.8 Torr. The rough inputs matter more: at fixed Pr, p_c is proportional to viscosity, so a 5 % error there moves it by 5 % (by 2.5 % if the conductivity is held fixed instead).

**Reading the result for a real reactor**

The 375 Torr belongs to wide plates at uniform temperature with a developed conduction profile. Real channels break this near the inlet. With buoyancy ignored and a uniform stream of speed U, the slowest temperature error decays along the flow as exp(−mX/d), where X is the distance downstream and m² + (Ud/κ)m = π². At p_c and 50 mm/s, Ud/κ = 5.2 and m ≈ 1.5. This gives about 13 mm per factor e; a parabolic profile of the same mean speed gives m ≈ 1.24, or about 16 mm. Either estimate puts at least the first few centimetres outside the theory. Buoyancy can lengthen the distance: exactly at onset, a weak roll along the flow does not decay at all. Edges of the susceptor are a stronger exception: a horizontal density gradient cannot be balanced at rest, so it drives some circulation at any Ra. Staying below Ra_c removes the linear instability treated here, not every recirculation. With properties varying as strongly as at ε = 0.57 the layer has no up–down symmetry, and hexagonal cells of finite amplitude can persist somewhat below the linear threshold; that margin has not been calculated here. The size of these edge flows depends on the reactor's geometry and has not been calculated. Further digits of the computed values are in the numerical output.

Table of computed values

```
Collocation, N=20: critical Ra = 1707.762, a = 3.1163
Exact determinant: critical Ra = 1707.762, a = 3.1163
N =  6: error of Ra at critical a = 2.3e-01
N =  8: error of Ra at critical a = 2.0e-03
N = 10: error of Ra at critical a = 3.8e-07
N = 12: error of Ra at critical a = 9.2e-08
N = 16: error of Ra at critical a = 1.4e-11
Marginal Ra at a = 2.5: 1822.40
Marginal Ra at a = 3.0: 1711.28
Marginal Ra at a = 3.5: 1742.32
Second marginal Ra at critical a = 24988
Growth rate at 0.999 Ra_c, Pr 0.7 = -0.01135 kappa/d^2
Growth rate at 1.001 Ra_c, Pr 0.7 = +0.01135 kappa/d^2
Height 20 mm, width 200 mm, heated length 300 mm
Plates 900 K and 500 K, mid 700 K, eps = 0.5714
Molar mass 28 g/mol, Pr 0.7, exponent 0.7
Viscosity: 1.80e-05 Pa s at 300 K, 3.257e-05 Pa s at mid temperature
Kinematic viscosity at 760 Torr = 0.668 cm2/s
Ra at 760 Torr = 7028; Ra at 100 Torr = 122
Onset pressure = 374.6 Torr = 49.9 kPa
Greatest roll-free height at 760 Torr = 12.48 mm
Roll wavelength (one pair) at onset = 40.3 mm
Growth time at 760 Torr = 0.177 s
Residence time at 50 mm/s = 6.0 s
Property variation: Ra_c = 1690.7, a = 3.137, shift -1.00 %
Ra_c shift at eps 0.1 = -0.529, at eps 0.2 = -2.113
Onset pressure with property variation = 372.8 Torr
Through-flow at onset pressure: Re = 7.38, Pe = 5.16
Transverse rolls: Ra_c = 1757.5, a = 3.126, shift +2.91 %
Side walls, width/height 10: Ra_c = 1732.9, shift +1.47 %
Envelope estimate: xi^2 = 0.1481 d^2, shift +1.46 %
Precursor: mole fraction 0.001, 150 g/mol, Le 2, s = 0.00763
Precursor buoyancy: shift of thermal Ra_c -1.50 %
Mean free path / height at onset pressure = 1.9e-05
Adiabatic temperature difference = 1.9e-04 K
```
